\section*{Thermodynamic boundaries between self-limited surface fluorination and continuous thermal etching}

\section{Result}

An oxide is exposed to a fluorinating gas $E$ in the presence of a by-product gas $B$ and a volatile fluoride $V$, all at fixed partial pressures. Three free energies per oxide unit matter: $G_b$ for conversion into thick solid fluoride, $G_s$ for fluorination of the first surface layer, and $G_v$ for removal as $V$. In the model below,
\begin{align}
\text{continuous etching:}&\quad G_v<\min(0,G_b),\label{etch}\\
\text{self-limited modification:}&\quad G_s<0<\min(G_b,G_v),\label{self}\\
\text{conversion of the whole crystal:}&\quad G_b<\min(0,G_v).\label{conv}
\end{align}
If $G_s$, $G_b$ and $G_v$ are all positive, the oxide stays unmodified.

The boundary of etching is therefore not the line $G_s=G_v$. That comparison answers another question: at a given temperature and pressure of $V$, a pressure window for self-limited modification exists if and only if $G_s<G_v$. This holds when the first layer, the film and $V$ consume the same amount of etchant, so that $G_v-G_s$ does not depend on $p_E$. The signs in (\ref{self}) then fix its edges. The pressure $p_V$ must be stated, because $G_v\to-\infty$ as $p_V\to0$.

\section{Simple case: no surface energy}

The two reactions are
\begin{align}
\mathrm{MO_2(s)}+4E&\to \mathrm{MF_4(s)}+2B,\\
\mathrm{MO_2(s)}+4E&\to V+2B .
\end{align}
Here $E$ carries one fluorine atom, as HF does, and $V$ is gaseous MF$_4$. With $\mu$ for gas chemical potentials and $g$ for solid free energies per unit, products minus reactants gives
\begin{align}
G_b&=g_{\rm film}+2\mu_B-g_{\rm ox}-4\mu_E,\label{gb}\\
G_v&=\mu_V+2\mu_B-g_{\rm ox}-4\mu_E.\label{gv}
\end{align}
A negative value favours the reaction.

Take a column of $L$ oxide units below one surface site. Let $N$ units be removed and $n$ be converted, with $N+n\le L$. Without surface energy the free energy relative to the untouched column is $NG_v+nG_b$. This is linear, so its minimum lies at a corner: $(0,0)$, $(L,0)$ or $(0,L)$. The corner values are $0$, $LG_v$ and $LG_b$. The column stays, is etched away or converts, according to the smallest of $0$, $G_v$, $G_b$.

This limit contains no self-limited state. A finite modified layer needs a surface contribution.

\section{Adding the surface}

Let $w(n)$ be the excess free energy of a surface carrying $n$ modified layers, with $w(0)=0$. Removal is assumed to expose an equivalent surface, so $w$ does not depend on $N$:
\begin{equation}
\Phi(N,n)=NG_v+nG_b+w(n).\label{phi}
\end{equation}
Assume only that $|w(n)|\le W$, with $W$ independent of $L$. The surface term cannot then alter the fate of a deep column, as the three cases show.

\emph{Etching.} Let $m=\min(0,G_b)$ and $\delta=m-G_v>0$. Since $G_b\ge m$, $n\le L-N$ and $m\le0$,
\begin{align}
\Phi&\ge NG_v+nm-W\nonumber\\
&\ge NG_v+(L-N)m-W\nonumber\\
&=LG_v+(L-N)\delta-W.
\end{align}
Complete removal has $\Phi(L,0)=LG_v$, so the minimum cannot exceed this value. Hence $L-N\le W/\delta$ at the minimum: all but a bounded number of units are removed, however deep the column.

\emph{Conversion.} Let $m'=\min(0,G_v)$ and $\delta'=m'-G_b>0$. The same steps with $N$ and $n$ exchanged give $\Phi\ge LG_b+(L-n)\delta'-W$. The competitor is now $\Phi(0,L)\le LG_b+W$, so $L-n\le2W/\delta'$.

\emph{Neither.} If $G_b>0$ and $G_v>0$, the minimum satisfies $\Phi\le\Phi(0,0)=0$, hence
\begin{equation}
NG_v+nG_b\le -w(n)\le W.
\end{equation}
Both $N$ and $n$ are bounded. Since $w$ does not depend on $N$ and each removal costs $G_v>0$, the minimum has $N=0$. Apart from the boundaries between the cases, this is the only one in which a finite modified layer can rest at equilibrium on a deep, otherwise intact oxide.

The surface energy is paid once, while the bulk energies are paid for every unit. In particular, a very stable fluorinated surface cannot protect a deep crystal thermodynamically when $G_v<\min(0,G_b)$.

\section{How many layers form}

To obtain a definite thickness, choose
\begin{equation}
w(n)=-w_0\left(1-e^{-n/\xi}\right),\qquad w_0,\xi>0,\label{w}
\end{equation}
where $\xi$ is a decay length counted in layers and $w_0$ is taken independent of temperature. The surface gains from fluorination, and each further layer gains less. Adding layer $n+1$ costs
\begin{align}
\Phi(0,n+1)-\Phi(0,n)
&=G_b-w_0\left(e^{-n/\xi}-e^{-(n+1)/\xi}\right)\nonumber\\
&=G_b-De^{-n/\xi},\label{inc}\\
D&=w_0\left(1-e^{-1/\xi}\right).
\end{align}
The first layer is the step from $n=0$, so
\begin{equation}
G_s=G_b-D.\label{gs}
\end{equation}
For $G_b>0$ the increments (\ref{inc}) increase with $n$. If the first is not negative, none is, and no layer forms. If $G_s<0$, growth stops at the smallest $n$ with $De^{-n/\xi}\le G_b$. Taking logarithms,
\begin{equation}
n^*=\left\lceil \xi\ln\frac{D}{G_b}\right\rceil .\label{nstar}
\end{equation}
This establishes (\ref{self}).

Two limits test the formula. As $G_b\to D$ from below, the logarithm tends to zero from above and $n^*=1$: modification begins with one layer. As $G_b\to0^+$, $n^*$ diverges logarithmically and joins the conversion regime continuously. The logarithm comes from the exponential tail of (\ref{w}). A gain confined to the first layer, for example, would keep $n^*=1$ until conversion begins.

\section{Why the direct comparison misplaces the boundary}

Suppose one fluorinated layer is present. Removing its unit as $V$ takes the state $(N,n)$ from $(0,1)$ to $(1,0)$, at a cost
\begin{equation}
\Phi(1,0)-\Phi(0,1)=G_v-G_s .
\end{equation}
If $G_s<G_v$, this step is uphill, which might suggest that the layer is safe. The exposed oxide, however, is fluorinated again, with change $G_s$. The full cycle restores the surface and removes one unit:
\begin{equation}
(G_v-G_s)+G_s=G_v .
\end{equation}
Its sign is that of $G_v$. A positive $G_v-G_s$ is a climb within the cycle and may slow it, but it cannot stop the etching of a deep crystal when $G_v<\min(0,G_b)$. In a finite column it can then only leave a bounded fluorinated remnant at the end. If instead $G_b<G_v<0$, the deep crystal converts, because solid fluoride is lower still.

\section{Pressure edges at fixed temperature}

In atomic units, $\hbar=m_e=e=1$, an ideal gas of $\mathcal N$ molecules has partition function $q^{\mathcal N}/\mathcal N!$. Stirling's formula gives $\mu=-kT\ln(q/\mathcal N)$. Translation contributes $\mathcal V/\lambda^3$ to $q$, where $\mathcal V$ is the volume, and $\mathcal V/\mathcal N=kT/p$. Thus
\begin{equation}
\mu=\epsilon+F_{\rm vib}-kT\ln\left(\frac{kT}{p\lambda^3}q_{\rm rot}\right),
\qquad \lambda=\sqrt{\frac{2\pi}{mkT}} .\label{mu}
\end{equation}
Here $\epsilon$ is the electronic energy and
\begin{equation}
F_{\rm vib}=\sum_i\left[\frac{\omega_i}{2}+kT\ln\left(1-e^{-\omega_i/kT}\right)\right].
\end{equation}
Rotation is classical: with rotational constant $b$ and symmetry number $s$, $q_{\rm rot}=kT/(sb)$ for a linear molecule and $\sqrt\pi\,(kT/b)^{3/2}/s$ for a spherical top. Each solid has $g=\epsilon+F_{\rm vib}$ per unit, its small pressure--volume term being neglected.

Equation (\ref{mu}) gives $\mu(p)=\mu(p_0)+kT\ln(p/p_0)$. Four molecules of $E$ are consumed, so
\begin{equation}
G_b(p_E)=G_b(p_0)-4kT\ln(p_E/p_0).\label{pdep}
\end{equation}
Setting this to zero gives the conversion pressure
\begin{equation}
p_{\rm conv}=p_0\exp\left[\frac{G_b(p_0)}{4kT}\right].
\end{equation}
With $p_{\rm conv}$ as reference, $G_b=4kT\ln(p_{\rm conv}/p_E)$. Surface modification begins at $G_s=0$, that is $G_b=D$:
\begin{equation}
p_{\rm on}=p_{\rm conv}e^{-D/4kT}.
\end{equation}

The sublimation pressure $p_{\rm sub}(T)$ of the fluoride is defined by $\mu_V(p_{\rm sub})=g_{\rm film}$. Subtracting (\ref{gb}) from (\ref{gv}),
\begin{equation}
G_v-G_b=\mu_V-g_{\rm film}=kT\ln\frac{p_V}{p_{\rm sub}} .\label{diff}
\end{equation}
The etchant pressure has cancelled. The condition $G_v=0$ becomes
\begin{equation}
4kT\ln\frac{p_{\rm conv}}{p_E}+kT\ln\frac{p_V}{p_{\rm sub}}=0,
\end{equation}
and therefore
\begin{equation}
p_{\rm etch}=p_{\rm conv}\left(\frac{p_V}{p_{\rm sub}}\right)^{1/4}.\label{petch}
\end{equation}
The two by-product molecules make all three pressures proportional to $p_B^{2/4}=p_B^{1/2}$. Only $p_{\rm etch}$ depends on $p_V$, as $p_V^{1/4}$.

The upper edge of the self-limited window is the smaller of $p_{\rm conv}$ and $p_{\rm etch}$. If $p_{\rm sub}<p_V$, it is $p_{\rm conv}$, which exceeds $p_{\rm on}$ because $D>0$. If $p_{\rm sub}>p_V$, it is $p_{\rm etch}$, and
\begin{equation}
4kT\ln\frac{p_{\rm etch}}{p_{\rm on}}
=D-kT\ln\frac{p_{\rm sub}}{p_V}=G_v-G_s .\label{width}
\end{equation}
The window is open precisely when $G_v>G_s$. In the first case this inequality also holds, since $G_v>G_b>G_s$. This proves the statement about the direct comparison.

\section{The boundary in temperature}

Let $p_{\rm sub}$ rise with temperature. Two temperatures then organize the diagram:
\begin{align}
p_{\rm sub}(T_{\rm sub})&=p_V,\\
kT_{\rm close}\ln\frac{p_{\rm sub}(T_{\rm close})}{p_V}&=D .
\end{align}
Below $T_{\rm sub}$, increasing $p_E$ leads from oxide through self-limited modification to conversion. Between the two temperatures the last stage is etching. Above $T_{\rm close}$, etching begins before even one fluorinated layer is stable.

For the slopes, hold $p_B$ and $p_V$ fixed and let $G(T,p_E)$ be the free energy that vanishes on an edge. The Gibbs--Helmholtz relation is $\partial(G/T)/\partial T=-H/T^2$, with $H$ the reaction enthalpy. Along the edge $G/T$ stays zero, so
\begin{align}
0&=-\frac{H}{T^2}\,dT-4k\,d\ln p_E,\\
\frac{d\ln p_E}{dT}&=-\frac{H}{4kT^2}.\label{slope}
\end{align}
The enthalpy is $H_b$ for conversion, $H_v$ for etching and $H_b-D$ for onset, the last because $D$ does not depend on temperature. If $H_b<0<H_v$ at $T_{\rm sub}$, the upper edge rises up to that temperature and falls beyond it: the boundary has a peak with a kink.

At the closing point $\mu_V-g_{\rm film}+D=0$. Let $H_{\rm sub}$ be the sublimation enthalpy. Dividing by $T$ and varying $T$ and $p_V$ together,
\begin{align}
0&=-\frac{H_{\rm sub}+D}{T^2}\,dT+k\,d\ln p_V,\\
\frac{dT_{\rm close}}{d\ln p_V}&=\frac{kT_{\rm close}^2}{H_{\rm sub}+D}.
\end{align}
A lower product pressure closes the window at a lower temperature.

\section{Numbers for a model oxide}

The parameters are round model values, not those of a named oxide. Gases $E$, $B$, $V$ have masses 20, 18 and 250 u; their remaining molecular constants and the solid vibrations are listed in the numerical output. Relative to oxide and gases $E$ and $B$ at zero energy, the film has energy $-1.7$ eV and $V$ has $0.4$ eV, before vibrations. The surface parameters are $w_0=0.8$ eV and $\xi=1$, giving $D=0.5057$ eV. The fixed pressures are $p_B=10^{-12}$ and $p_V=10^{-16}$ eV/\AA$^3$.

The special temperatures are $T_{\rm sub}=497.3$ K and $T_{\rm close}=621.4$ K. At $T_{\rm sub}$ the enthalpies are $H_b=-1.613$ eV and $H_v=0.426$ eV, so the upper edge peaks there, at $8.69\times10^{-11}$ eV/\AA$^3$ (13.9 Pa). The window closes at $5.34\times10^{-11}$ eV/\AA$^3$ (8.6 Pa). Locally, a tenfold reduction of $p_V$ lowers $T_{\rm close}$ by about 30 K.

At 550 K, $p_{\rm conv}=2.137\times10^{-10}$ and $p_{\rm sub}=9.398\times10^{-15}$ eV/\AA$^3$. Equation (\ref{petch}) gives
\begin{align}
p_{\rm etch}&=2.137\times10^{-10}
\left(\frac{10^{-16}}{9.398\times10^{-15}}\right)^{1/4}\nonumber\\
&=6.86\times10^{-11}\ \text{eV/\AA}^3 .
\end{align}
With $p_{\rm on}=1.48\times10^{-11}$ eV/\AA$^3$, the self-limited window runs from 2.4 to 11.0 Pa.

Three etchant pressures at 550 K show the sequence:
\begin{center}
\begin{tabular}{ccccl}
$p_E$ (eV/\AA$^3$) & $G_s$ (eV) & $G_b$ (eV) & $G_v$ (eV) & state\\
$5\times10^{-12}$ & 0.206 & 0.712 & 0.497 & unmodified\\
$3\times10^{-11}$ & $-0.133$ & 0.372 & 0.157 & self-limited\\
$1\times10^{-10}$ & $-0.362$ & 0.144 & $-0.071$ & etching
\end{tabular}
\end{center}
In the middle row $\ln(0.5057/0.3722)=0.31$, so $n^*=1$. In the last row the surface fluoride is lower than the volatile product, $G_s<G_v$, yet the oxide etches. Starting from one modified layer, the cycle would be a climb of $0.290$ eV and a gain of $0.362$ eV, with a net change of about $-0.071$ eV. At this pressure, however, $\ln(0.5057/0.1440)=1.26$, so the surface carries two modified layers. Removing a unit then leaves one layer and changes the free energy by $G_v-(G_b-De^{-1})=-0.029$ eV; restoring the second layer changes it by $G_b-De^{-1}=-0.042$ eV. Both steps are downhill, and their sum is again $G_v$.

At 450 K and $p_E=10^{-10}$ eV/\AA$^3$, $G_b=-0.176$ eV and $G_v=0.019$ eV: the crystal converts. At 650 K and the same pressure, $G_s=-0.044$ eV and $G_v=-0.159$ eV: it etches, and removal of a fluorinated unit is itself downhill.

Near conversion at 450 K, the pressures $0.50$, $0.90$ and $0.99\,p_{\rm conv}$ give $G_b=0.1075$, $0.0163$ and $0.0016$ eV. The thicknesses that minimize $\Phi$ are 2, 4 and 6 layers, the slow growth expected from (\ref{nstar}).

As a test, $\Phi$ was minimized over every allowed pair $(N,n)$ of a finite column at 256 points in temperature and pressure. The resulting states agree with the predicted edges at every point. At 49 points the column etches although $G_s<G_v$; this count depends on the chosen grid, but each such point is a counterexample to the direct comparison.

\section{A pumped reactor}

A pump removes $V$, so the actual product pressure may be far below the chosen $p_V$. Equilibrium then permits some loss even inside the window, and $p_V$ acquires its meaning through a tolerated loss rate.

Keep $T$, $p_E$ and $p_B$ fixed. Oxide and gas are in equilibrium at the product pressure $p_{\rm eq}$ for which $G_v=0$:
\begin{align}
0&=G_v(p_V)+kT\ln\frac{p_{\rm eq}}{p_V},\\
p_{\rm eq}&=p_Ve^{-G_v(p_V)/kT}
=p_V\left(\frac{p_E}{p_{\rm etch}}\right)^4 .
\end{align}
The last form uses $G_v=4kT\ln(p_{\rm etch}/p_E)$. At 550 K and $p_E=3\times10^{-11}$ eV/\AA$^3$,
\begin{equation}
p_{\rm eq}=10^{-16}\left(\frac{3.00}{6.864}\right)^4
=3.65\times10^{-18}\ \text{eV/\AA}^3 .
\end{equation}

The flux striking a wall is the density $p/kT$ times the inward normal velocity averaged over all molecules, outgoing ones counting as zero:
\begin{align}
J&=\frac{p}{kT}\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}\,dv\nonumber\\
&=\frac{p}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .
\end{align}
At equilibrium, desorption balances the part of this flux that sticks, which is at most all of it. If the surface keeps its equilibrium state and its desorption rate is unchanged when $V$ is pumped away, the loss per site of area $A$ obeys
\begin{equation}
R\le\frac{Ap_{\rm eq}}{\sqrt{2\pi mkT}} .
\end{equation}
For $A=10$ \AA$^2$ the bound is $4.2\times10^{-4}$ units per site per second at this point. At the etching edge, where $p_{\rm eq}=p_V$, it is $1.1\times10^{-2}$. Choosing $p_V$ thus sets the loss ceiling on the etching boundary; self-limitation under pumping means loss below a stated tolerance, not zero loss.

\section{Conditions of validity}

The criteria concern equilibrium. A negative $G_v$ permits etching but does not ensure a measurable rate. Conversely, when $G_b<0$, slow transport through the fluoride may keep the film thin during a given exposure; such a limit is kinetic, and the thickness reached depends on exposure time.

The layer model omits the mixing entropy of partly fluorinated layers, so its sharp onset should not be read as a sharp coverage step. Likewise $n^*$ is the minimum of $\Phi$, which describes layers that advance together as a flat front. If columns fluctuated independently, the weights $e^{-\Phi/kT}$ would give a mean thickness growing as $kT/G_b$ once $G_b\ll kT$: about 28 layers instead of 6 at $0.99\,p_{\rm conv}$ and 450 K. The role of $G_s$ in (\ref{self}) rests on increments that rise with $n$; for a general bounded $w$, a thicker layer can be stable although $G_s>0$. The bulk criteria survive any correction that keeps $w$ bounded. They would need revision if roughening or strain added an energy proportional to the depth removed. An excess that grows more slowly, for example as the square root of depth, can create a barrier but does not change the equilibrium fate of a sufficiently deep crystal.

The cancellation of $p_E$ in (\ref{diff}) requires equal etchant consumption in both reactions. For HF forming binary fluorides with water as the only by-product, element balance guarantees this. For F$_2$ with O$_2$ as by-product, the film and the volatile fluoride may differ in fluorine content. If film formation then consumes $a$ molecules of $E$ and volatilization $c$, with the same by-products,
\begin{equation}
G_v-G_b=\mu_V-g_{\rm film}-(c-a)\mu_E .
\end{equation}
For $c>a$, raising $p_E$ then favours the volatile product over the film. Criteria (\ref{etch}) and (\ref{conv}) still hold, but the temperature dividing etching from conversion now depends on etchant pressure. So does $G_v-G_s$, and the same happens if the first layer is only partly fluorinated and consumes less etchant than the film. For $c>a$, $G_s<G_v$ holds at low enough $p_E$ whether or not a window exists; the comparison must then be made at the onset pressure, where $G_s=0$.

\section*{Numbers as computed}
\begin{verbatim}
MODEL INPUTS (energies in eV)
gas E: energy 0.0, mass 20 u, B_rot 0.00250, symmetry 1
  linear, modes 0.50
gas B: energy 0.0, mass 18 u, B_rot 0.00200, symmetry 2
  spherical top, modes 0.20, 0.45, 0.45
gas V: energy 0.4, mass 250 u, B_rot 0.00001, symmetry 12
  spherical top, modes 0.02, 0.02, 0.02, 0.02, 0.02, 0.08, 0.08, 0.08, 0.08
oxide: energy 0.0, 9 modes at 0.05
film: energy -1.7, 15 modes at 0.03
w0 = 0.8 eV, xi = 1 layer, D = 0.5057 eV
p_B = 1.0e-12, p_V = 1.0e-16 eV/A^3
site area = 10 A^2
SPECIAL POINTS
T_sub = 497.3 K, T_close = 621.4 K
p_E at T_sub = 8.691e-11 eV/A^3 = 13.92 Pa
p_E at T_close = 5.339e-11 eV/A^3 = 8.55 Pa
H_b, H_v at T_sub = -1.613, 0.426 eV
H_sub at T_close = 2.014 eV
T_close slope = 13.21 K per unit ln p_V
T_close slope = 30.4 K per decade p_V
EDGES: T/K, p_on, p_conv, p_etch, p_sub (eV/A^3)
450 1.238e-12 3.226e-11 1.132e-10 6.611e-19
500 4.858e-12 9.136e-11 8.577e-11 1.287e-16
550 1.484e-11 2.137e-10 6.864e-11 9.398e-15
600 3.756e-11 4.332e-10 5.717e-11 3.296e-13
650 8.230e-11 7.864e-10 4.909e-11 6.585e-12
550 K window: 2.38 to 11.00 Pa
STATES: T/K, p_E (eV/A^3), G_s, G_b, G_v (eV), result
550 5.0e-12 0.2062 0.7119 0.4966 unmodified
550 3.0e-11 -0.1335 0.3722 0.1569 self-limited
550 1.0e-10 -0.3617 0.1440 -0.0714 etching
450 1.0e-10 -0.6812 -0.1755 0.0192 conversion
650 1.0e-10 -0.0436 0.4621 -0.1594 etching
G_v - G_s at 550 K = 0.2904 eV
layers at 550 K, p_E = 3.0e-11 eV/A^3: 1
LAYERS at 450 K: p_E/p_conv, G_b/eV, n*
0.50 0.10752 2
0.90 0.01634 4
0.99 0.00156 6
map: 256 points, 49 etching with G_s < G_v
p_eq at 550 K, p_E = 3.0e-11: 3.650e-18 eV/A^3
loss ceiling at p_V, 550 K = 1.138e-02 units/site/s
loss ceiling at p_eq, 550 K = 4.155e-04 units/site/s
\end{verbatim}
